# Mean Raman shift of an absorbing film with linear strain: verification in Python

```python
"""
Result under test: in Raman backscattering from a thick absorbing film whose
strain is linear in depth, the intensity-weighted mean shift equals the local
shift at depth delta = 1/(2 alpha), for equal absorption of both beams.

alpha   absorption coefficient of intensity (1/um)
z, d    depth below the lit face and film thickness (um)
eps(z)  in-plane strain = eps_surface + gradient*z
b       Raman shift per unit strain (cm^-1)
s       b*gradient*delta, standard deviation of local shifts with sign (cm^-1)
gamma   half width at half maximum of the local Lorentzian line (cm^-1)
Example: (001) silicon film bent along [110]; material inputs are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, curve_fit

# ---------- inputs ----------
d = 2.0                      # um
radius = 1000.0              # um
alpha = 3.0                  # 1/um, near 442 nm
alpha_scattered = 2.5        # 1/um, rough value at the Stokes wavelength
laser_nm = 442.0
omega0 = 520.0               # cm^-1
p, q, r = -1.85, -2.3, -0.7  # phonon deformation potentials / omega0^2
C11, C12, C44 = 166.0, 64.0, 80.0   # GPa
gamma = 2.0                  # cm^-1
index, aperture = 4.8, 0.9
gap_shift = 10.0             # eV per unit strain, rough magnitude
power = 1e-4                 # W absorbed
spot = 0.5e-6                # m, 1/e intensity radius
kappa = 130.0                # W/(m K)
clamp = 500e-6               # m, distance to heat sink
thermal_slope = -0.02        # cm^-1 per K

gradient = -1.0 / radius
eps_surface = d / (2 * radius)
delta = 1 / (2 * alpha)


def strain(z):
    return eps_surface + gradient * z


# ---------- strain coefficient from the secular matrix ----------
def z_phonon_shift(exx, exy, ezz):
    """Shift of the z-polarized phonon for exx = eyy and shear exy."""
    in_plane = p * exx + q * (exx + ezz)
    matrix = np.array([[in_plane, 2 * r * exy, 0.0],
                       [2 * r * exy, in_plane, 0.0],
                       [0.0, 0.0, p * ezz + 2 * q * exx]])
    values, vectors = np.linalg.eigh(matrix)
    mode = np.argmax(np.abs(vectors[2]))
    return omega0 * (np.sqrt(1 + values[mode]) - 1)


def bent_shift(e):
    return z_phonon_shift(e / 2, e / 2, -C12 / C11 * e)


b = 0.5 * omega0 * (q - p * C12 / C11)
small = 1e-5
b_numeric = (bent_shift(small) - bent_shift(-small)) / (2 * small)
assert abs(b_numeric / b - 1) < 1e-6

# Narrow strip: uniaxial stress along [110] instead of zero transverse strain
stiffness = np.full((3, 3), C12) + (C11 - C12) * np.eye(3)
normal = np.linalg.solve(stiffness, np.array([0.5, 0.5, 0.0]))
shear = 0.5 / (2 * C44)
axial = normal[0] + shear
b_narrow = z_phonon_shift(small * normal[0] / axial, small * shear / axial,
                          small * normal[2] / axial) / small


# ---------- light transport through successive thin slabs ----------
def slab_signal(a_in, a_out, thickness, count=20000):
    """Each slab removes the fraction a*h from each beam."""
    h = thickness / count
    down = np.cumprod(np.full(count, 1 - a_in * h))
    up = np.cumprod(np.full(count, 1 - a_out * h))
    z = (np.arange(count) + 0.5) * h
    signal = down * up
    return z, signal / signal.sum()


z, weight = slab_signal(alpha, alpha, d)
depth_slabs = np.sum(weight * z)
fraction_above = weight[z < delta].sum()
assert abs(depth_slabs / delta - 1) < 1e-3       # slab size error ~ alpha*h
assert abs(fraction_above - (1 - np.exp(-1))) < 1e-3

z_u, weight_u = slab_signal(alpha, alpha_scattered, 4 * d)
depth_unequal = 1 / (alpha + alpha_scattered)
assert abs(np.sum(weight_u * z_u) / depth_unequal - 1) < 2e-3


def finite_depth(thickness):
    return delta - thickness / np.expm1(2 * alpha * thickness)


for thin in (0.1, 0.3, 0.8):
    z_t, weight_t = slab_signal(alpha, alpha, thin)
    assert abs(np.sum(weight_t * z_t) / finite_depth(thin) - 1) < 1e-3

# ---------- whole spectrum: centroid against local shift at delta ----------
shift_surface = b * strain(0.0)
shift_delta = b * strain(delta)
shift_single = b * strain(1 / alpha)
grid = np.linspace(-10, 10, 321)
spectrum = np.zeros_like(grid)
for part in np.array_split(np.arange(z.size), 20):
    local = b * strain(z[part])
    lines = np.exp(-0.5 * (grid[:, None] - local[None, :])**2)
    spectrum += lines @ weight[part]
centroid = np.sum(grid * spectrum) / np.sum(spectrum)
assert abs(centroid - shift_delta) < 5e-5
assert abs(centroid - shift_single) > 0.05       # single-pass depth fails


# ---------- curved strain profile breaks the statement by h*delta^2 ----------
def mean_over_depth(func, log_weight, top):
    norm = quad(lambda x: np.exp(log_weight(x)), 0, top, epsabs=1e-13)[0]
    value = quad(lambda x: func(x) * np.exp(log_weight(x)), 0, top,
                 epsabs=1e-13)[0]
    return value / norm


def plain(x):
    return -2 * alpha * x


curvature = 2e-3
curved_mean = mean_over_depth(lambda x: strain(x) + curvature * x**2,
                              plain, 8.0)
excess = curved_mean - (strain(delta) + curvature * delta**2)
assert abs(excess / (curvature * delta**2) - 1) < 1e-5

# ---------- Lorentzian peak and fitted position ----------
nodes, node_weights = np.polynomial.laguerre.laggauss(60)


def peak_offset(spread, width):
    def slope(x):
        u = (x - spread * (nodes - 1)) / width
        return np.sum(node_weights * u / (1 + u**2)**2)
    return brentq(slope, -0.2 * width, 0.2 * width, xtol=1e-15)


for ratio in (0.01, -0.01, 0.02):
    assert abs(peak_offset(ratio, 1.0) / (-4 * ratio**3) - 1) < 0.02

s = b * gradient * delta
peak_example = peak_offset(s, gamma)


def lorentzian(x, height, centre, width):
    return height / (1 + ((x - centre) / width)**2)


axis = np.linspace(-100, 100, 8001)
mixed = sum(w * lorentzian(axis, 1.0, s * (t - 1), gamma)
            for t, w in zip(nodes, node_weights))
fitted, _ = curve_fit(lorentzian, axis, mixed, p0=(1.0, 0.0, gamma),
                      ftol=1e-14, xtol=1e-14)
fit_example = fitted[1]
assert abs(fit_example / (-s**3 / gamma**2) - 1) < 0.1   # next order in s

# ---------- sizes of neglected effects ----------
stokes_nm = 1e7 / (1e7 / laser_nm - omega0)
phonon_eV = const.h * const.c * omega0 * 100 / const.e
log_slope = np.log(alpha / alpha_scattered) / phonon_eV   # per eV
sensitivity = log_slope * gap_shift                       # per unit strain
cos_edge = np.sqrt(1 - (aperture / index)**2)
reflect = ((index - 1) / (index + 1))**2


def with_back_face(x):
    return 2 * np.log(np.exp(-alpha * x)
                      + reflect * np.exp(-alpha * (2 * d - x)))


def strained_absorption(x):
    return -2 * alpha * (x + sensitivity * gradient * x**2 / 2)


def strained_efficiency(x):
    return plain(x) + sensitivity * gradient * x


def depth_change(log_weight):
    reference = mean_over_depth(lambda x: x, plain, d)
    return 1000 * (mean_over_depth(lambda x: x, log_weight, d) - reference)


back_change = depth_change(with_back_face)
absorption_change = depth_change(strained_absorption)
efficiency_change = depth_change(strained_efficiency)
nonlinear = mean_over_depth(lambda x: bent_shift(strain(x)) - b * strain(x),
                            plain, d)

# Heating: point-source solution summed over a Gaussian spot, plus the sheet
spot_rise = quad(lambda x: power * np.exp(-(x / spot)**2)
                 / (np.pi * spot**2 * kappa) * spot, 0, 8 * spot,
                 epsabs=0)[0] / spot
assert abs(spot_rise / (power / (2 * np.sqrt(np.pi) * kappa * spot)) - 1) < 1e-6
sheet_rise = power * np.log(clamp / (d * 1e-6)) / (2 * np.pi * kappa * d * 1e-6)
heating = spot_rise + sheet_rise


def show(label, value, unit, form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("INPUTS (material values rough)")
show("film thickness", d, "um", ".1f")
show("bending radius", radius / 1000, "mm", ".1f")
show("laser wavelength", laser_nm, "nm", ".0f")
show("absorption coefficient alpha", alpha * 1e4, "cm^-1", ".2e")
show("unstrained phonon frequency", omega0, "cm^-1", ".0f")
print(f"p, q, r over omega0^2: {p}, {q}, {r}")
print(f"C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
show("Lorentzian half width gamma", gamma, "cm^-1", ".1f")
print("RESULTS")
show("strain coefficient b, formula", b, "cm^-1 per unit strain", ".1f")
show("b from diagonalization", b_numeric, "cm^-1 per unit strain", ".1f")
show("strain gradient", gradient * 100, "% per um", ".3f")
show("optical thickness 2*alpha*d", 2 * alpha * d, "", ".1f")
show("depth 1/(2 alpha)", delta * 1000, "nm", ".2f")
show("mean depth from slabs", depth_slabs * 1000, "nm", ".2f")
show("signal fraction from above 1/(2 alpha)", fraction_above, "")
show("strain at surface", strain(0) * 100, "%")
show("strain at 1/(2 alpha)", strain(delta) * 100, "%")
show("thickness-averaged strain", abs(quad(strain, 0, d)[0] / d) * 100, "%")
show("shift at surface", shift_surface, "cm^-1")
show("shift at 1/(2 alpha)", shift_delta, "cm^-1")
show("centroid of computed spectrum", centroid, "cm^-1")
show("shift at single-pass depth 1/alpha", shift_single, "cm^-1")
show("s = shift at 1/(2 alpha) minus surface shift", s, "cm^-1")
show("Lorentzian peak minus mean, computed", peak_example, "cm^-1", ".2e")
show("same, formula -4s^3/gamma^2", -4 * s**3 / gamma**2, "cm^-1", ".2e")
show("Lorentzian fit minus mean, computed", fit_example, "cm^-1", ".2e")
show("same, formula -s^3/gamma^2", -s**3 / gamma**2, "cm^-1", ".2e")
print("NEGLECTED EFFECTS")
show("Stokes wavelength", stokes_nm, "nm", ".1f")
show("absorption at Stokes wavelength", alpha_scattered * 1e4, "cm^-1", ".2e")
show("mean depth, unequal absorption", depth_unequal * 1000, "nm", ".1f")
show("mean shift, unequal absorption", b * strain(depth_unequal), "cm^-1")
show("finite-film depth correction", (finite_depth(d) - delta) * 1000,
     "nm", ".4f")
show("back-face reflection, depth change", back_change, "nm", ".3f")
print(f"objective aperture {aperture}, film index {index}")
show("mean depth for edge rays both ways", delta * cos_edge * 1000, "nm", ".1f")
show("alpha change at surface strain", sensitivity * eps_surface * 100,
     "%", ".1f")
show("alpha varying with depth, depth change", absorption_change, "nm", ".2f")
show("efficiency varying with depth, depth change", efficiency_change,
     "nm", ".2f")
show("nonlinear strain response, mean shift change", nonlinear, "cm^-1", ".1e")
show("b for a narrow strip", b_narrow, "cm^-1 per unit strain", ".1f")
show("absorbed laser power", power * 1000, "mW", ".2f")
show("spot radius (1/e intensity)", spot * 1e6, "um", ".1f")
show("thermal conductivity", kappa, "W/(m K)", ".0f")
show("distance to heat sink", clamp * 1e6, "um", ".0f")
show("thermal shift slope", thermal_slope, "cm^-1/K", ".2f")
show("estimated heating", heating, "K", ".2f")
show("thermal shift", thermal_slope * heating, "cm^-1", ".4f")
print("every check passed")
```

Running it gives:

```
INPUTS (material values rough)
film thickness: 2.0 um
bending radius: 1.0 mm
laser wavelength: 442 nm
absorption coefficient alpha: 3.00e+04 cm^-1
unstrained phonon frequency: 520 cm^-1
p, q, r over omega0^2: -1.85, -2.3, -0.7
C11, C12, C44: 166, 64, 80 GPa
Lorentzian half width gamma: 2.0 cm^-1
RESULTS
strain coefficient b, formula: -412.6 cm^-1 per unit strain
b from diagonalization: -412.6 cm^-1 per unit strain
strain gradient: -0.100 % per um
optical thickness 2*alpha*d: 12.0
depth 1/(2 alpha): 166.67 nm
mean depth from slabs: 166.63 nm
signal fraction from above 1/(2 alpha): 0.6323
strain at surface: 0.1000 %
strain at 1/(2 alpha): 0.0833 %
thickness-averaged strain: 0.0000 %
shift at surface: -0.4126 cm^-1
shift at 1/(2 alpha): -0.3438 cm^-1
centroid of computed spectrum: -0.3438 cm^-1
shift at single-pass depth 1/alpha: -0.2750 cm^-1
s = shift at 1/(2 alpha) minus surface shift: 0.0688 cm^-1
Lorentzian peak minus mean, computed: -3.15e-04 cm^-1
same, formula -4s^3/gamma^2: -3.25e-04 cm^-1
Lorentzian fit minus mean, computed: -8.05e-05 cm^-1
same, formula -s^3/gamma^2: -8.13e-05 cm^-1
NEGLECTED EFFECTS
Stokes wavelength: 452.4 nm
absorption at Stokes wavelength: 2.50e+04 cm^-1
mean depth, unequal absorption: 181.8 nm
mean shift, unequal absorption: -0.3375 cm^-1
finite-film depth correction: -0.0123 nm
back-face reflection, depth change: 0.055 nm
objective aperture 0.9, film index 4.8
mean depth for edge rays both ways: 163.7 nm
alpha change at surface strain: 2.8 %
alpha varying with depth, depth change: 1.60 nm
efficiency varying with depth, depth change: -0.78 nm
nonlinear strain response, mean shift change: -1.2e-04 cm^-1
b for a narrow strip: -387.5 cm^-1 per unit strain
absorbed laser power: 0.10 mW
spot radius (1/e intensity): 0.5 um
thermal conductivity: 130 W/(m K)
distance to heat sink: 500 um
thermal shift slope: -0.02 cm^-1/K
estimated heating: 0.77 K
thermal shift: -0.0154 cm^-1
every check passed
```
